# Midgap tunneling decay: Franz's two-band dispersion against a single parabolic band

## Problem

An insulating barrier has a valence edge $E_v$, a conduction edge $E_c$ and a gap $E_g=E_c-E_v$. The effective mass has the same magnitude $m$ at both edges. An electron of energy $E$ inside the gap has a wave function that decays into the barrier as $e^{-\kappa x}$, with $\kappa>0$. Franz's symmetric two-band dispersion gives

$$\kappa_F^2=\frac{2m}{\hbar^2}\,\frac{(E_c-E)(E-E_v)}{E_g}.$$

A simpler model keeps the conduction band alone and treats it as a parabola of mass $m$. Call its decay constant $\kappa_P$.

(a) Find $\kappa_F/\kappa_P$ for an electron at midgap.

(b) A magnetic tunnel junction has a barrier with $E_g=7.8$ eV, $m=0.4\,m_0$ ($m_0$ is the free-electron mass) and thickness $d=1.5$ nm. The Fermi level lies at midgap. By what factor do the transmissions of the two models differ at normal incidence?

## A tempting solution, which is wrong

Let $\varphi=E_c-E$ be the barrier height seen by the electron. The parabolic band is $E=E_c+\hbar^2k^2/2m$. Putting $k=i\kappa$ turns $e^{ikx}$ into $e^{-\kappa x}$ and gives

$$\kappa_P^2=\frac{2m\varphi}{\hbar^2}.$$

In Franz's formula $E-E_v=E_g-\varphi$. The mass $m$ belongs to the conduction edge, and there this difference is just $E_g$, so it seems natural to write

$$\kappa_F^2=\frac{2m\varphi}{\hbar^2}\,\frac{E_g-\varphi}{E_g}\simeq\frac{2m\varphi}{\hbar^2}.$$

The two models have the same mass and the same barrier height, so their decay constants agree. The ratio in (a) is 1, and the transmissions in (b) are equal up to details of the interfaces.

## Where it fails

The fault is the sign $\simeq$. It replaces $(E_g-\varphi)/E_g=1-\varphi/E_g$ by 1, which requires $\varphi\ll E_g$. At midgap $\varphi=E_g/2$, and the discarded factor is $1/2$.

The band-edge mass describes the curvature of the band at its edge. Equal masses therefore make the two curves agree close to $E_c$, but do not fix how $\kappa$ behaves several electronvolts below it. For that, one must know what the valence band does.

## Correct solution

**The dispersion.** Measure energy from midgap, so that $E_c=E_g/2$ and $E_v=-E_g/2$. The simplest Hamiltonian for two bands coupled in proportion to the wave number is

$$H(k)=\begin{pmatrix}E_g/2&\hbar vk\\ \hbar vk&-E_g/2\end{pmatrix},$$

where the velocity $v$ sets the coupling. The condition $\det(H-E)=0$ reads

$$\left(\tfrac{E_g}{2}-E\right)\left(-\tfrac{E_g}{2}-E\right)-\hbar^2v^2k^2=0 .$$

The product of brackets is $E^2-E_g^2/4$, so

$$E^2=\frac{E_g^2}{4}+\hbar^2v^2k^2 .$$

**The mass.** For small real $k$, the upper band is

$$E=\frac{E_g}{2}\sqrt{1+\frac{4\hbar^2v^2k^2}{E_g^2}}\simeq\frac{E_g}{2}+\frac{\hbar^2v^2k^2}{E_g}.$$

Setting the last term equal to $\hbar^2k^2/2m$ gives $m=E_g/(2v^2)$, or $\hbar^2v^2=\hbar^2E_g/2m$. The lower band is the mirror image, with the same mass and opposite curvature. This is the sense in which the model is symmetric.

**The decay constant.** In the gap, $|E|<E_g/2$ requires $k^2<0$. With $k=i\kappa$,

$$\hbar^2v^2\kappa_F^2=\frac{E_g^2}{4}-E^2=\left(\tfrac{E_g}{2}-E\right)\left(\tfrac{E_g}{2}+E\right)=\varphi\,(E_g-\varphi).$$

Dividing by $\hbar^2v^2=\hbar^2E_g/2m$ gives Franz's formula with the factor retained:

$$\kappa_F^2=\frac{2m\varphi}{\hbar^2}\left(1-\frac{\varphi}{E_g}\right),\qquad \frac{\kappa_F}{\kappa_P}=\sqrt{1-\frac{\varphi}{E_g}} .$$

**Answer to (a).** At midgap $\varphi=E_g/2$, and

$$\boxed{\frac{\kappa_F}{\kappa_P}=\frac{1}{\sqrt2}}$$

The two-band decay constant is the parabolic one divided by $\sqrt2$, a reduction of about 29 percent. The comparison holds the band-edge mass and the barrier height fixed.

**Reading the result.** Near the conduction edge the ratio tends to 1: for the barrier in (b) it is 0.994 at $\varphi=0.1$ eV. It falls to 0.862 at 2.0 eV, 0.707 at midgap and 0.480 at 6.0 eV. The parabola knows of no valence band, so its $\kappa_P$ keeps growing with depth. In the two-band model $\kappa_F$ must return to zero at $E_v$, where propagating states begin again. Since

$$\frac{d}{d\varphi}\left[\varphi(E_g-\varphi)\right]=E_g-2\varphi,$$

$\kappa_F$ has its maximum at midgap and is flat there.

One can also write $\kappa_F^2=2m_t\varphi/\hbar^2$ with an apparent tunneling mass $m_t=m(1-\varphi/E_g)$. At midgap $m_t=m/2$. A parabola fitted to the midgap decay would thus return half the band-edge mass, here $0.2\,m_0$.

## The transmission

To compare transmissions fairly, choose leads that give both models the same prefactor. Write $c=\cosh\kappa d$ and $s=\sinh\kappa d$. Let $r$ be the reflected amplitude and $t$ the transmitted amplitude at $x=d$, including its phase.

*Parabolic band.* Give the leads the barrier mass and a kinetic energy equal to $\varphi$, so that their wave number equals $\kappa$. At $x=0$, $\psi=1+r$ and $\psi'=i\kappa(1-r)$. Inside, $\psi''=\kappa^2\psi$, so $\psi(d)=c\,\psi(0)+(s/\kappa)\psi'(0)$ and $\psi'(d)=\kappa s\,\psi(0)+c\,\psi'(0)$. At $x=d$, $\psi=t$ and $\psi'=i\kappa t$. Hence

$$t=c(1+r)+is(1-r),\qquad t=-is(1+r)+c(1-r),$$

where the second equation has been divided by $i\kappa$. Subtracting gives $0=2cr+2is$, so $r=-is/c$. Adding and halving gives

$$t=c-isr=c-\frac{s^2}{c}=\frac1c .$$

*Two bands.* Take leads with the same $v$ but no gap. Replacing $k$ by $-i\,d/dx$ at $E=0$ gives, with Pauli matrices,

$$-i\hbar v\,\sigma_x\psi'+\tfrac{E_g}{2}\sigma_z\psi=0 .$$

Multiply by $i\sigma_x/\hbar v$ and use $\sigma_x\sigma_z=-i\sigma_y$. With $\kappa=E_g/(2\hbar v)$ this becomes $\psi'=-\kappa\sigma_y\psi$. Because $\sigma_y^2=1$,

$$\psi(d)=(c-s\,\sigma_y)\,\psi(0).$$

The right- and left-moving lead states are $R=(1,1)/\sqrt2$ and $L=(1,-1)/\sqrt2$, with $\sigma_yR=-iL$ and $\sigma_yL=iR$. Inserting $\psi(0)=R+rL$ and $\psi(d)=tR$, the $L$ part gives $0=is+cr$ and the $R$ part gives $t=c-isr$. These are the equations just solved, so again $t=1/c$.

In both cases

$$T=\frac{1}{\cosh^2\kappa d}\simeq4e^{-2\kappa d}\qquad(\kappa d\gg1).$$

**Answer to (b).** With $\hbar^2/2m_0=0.0381$ eV nm² and $\varphi=3.9$ eV,

$$\kappa_P=\sqrt{\frac{0.4\times3.9}{0.0381}}=6.40\ \text{nm}^{-1},\qquad \kappa_F=\frac{6.40}{\sqrt2}=4.52\ \text{nm}^{-1}.$$

The exponents $2\kappa d$ are 19.20 and 13.57. The transmissions are $T_P=1.8\times10^{-8}$ and $T_F=5.1\times10^{-6}$, so

$$\frac{T_F}{T_P}\simeq e^{2(\kappa_P-\kappa_F)d}\simeq 280 .$$

The factor $\sqrt2$ divides the exponent, not the transmission, so the discrepancy grows exponentially with thickness. The value 280 is the exponential factor alone and holds for the matched leads. Other leads change the prefactors: simple choices with lead kinetic energies from 1 to 8 eV give ratios between about 160 and 820.

This is for normal incidence. If both models have isotropic bands, a transverse wave number $q$ changes $\kappa$ to $\sqrt{\kappa^2+q^2}\simeq\kappa+q^2/2\kappa$. Summing over $q$ then gives a factor

$$\int_0^\infty q\,e^{-dq^2/\kappa}\,dq=\frac{\kappa}{2d},$$

which is smaller for the slower decay. At this order it multiplies the ratio by $1/\sqrt2$; the integral without the expansion gives 0.72. The ratio becomes about 200. This estimate keeps the prefactor fixed and assumes that the leads carry all the relevant $q$. The gapless leads above carry no propagating state at $E=0$ for $q\neq0$, so their band crossing must be shifted away from $E$. The shift leaves the normal-incidence result unchanged. The summed ratio is near 200 for shifts of about 4 eV or more, but only about 60 for a shift of 1 eV.

## A case where the masses are not quite equal

A crystal with a cosine potential shows how the result emerges without assuming two bands. In units where $\hbar^2/2m_0=1$, take

$$-\psi''+2V\cos(2x)\,\psi=E\psi .$$

The plane waves $e^{i(q+1)x}$ and $e^{i(q-1)x}$ have energies $(q\pm1)^2$ and are coupled by $V$. For small $V$, keeping these two waves gives

$$E=1+q^2\pm\sqrt{V^2+4q^2}.$$

The gap is $2V$. Expanding the root for small $q$ gives curvature coefficients $2/V+1$ at the upper edge and $2/V-1$ in magnitude at the lower edge. The term $q^2$, the free-electron kinetic energy, makes the masses unequal.

At midgap, $E=1$. With $q=i\kappa$ this gives $\kappa^4=V^2-4\kappa^2$, so $\kappa^2\simeq V^2/4$. Midgap lies an energy $V$ from either edge, below the upper one and above the lower one, so the parabolas give $\kappa_P^2=V/(2/V\pm1)$. Therefore

$$\frac{\kappa_P}{\kappa}\simeq\frac{\sqrt2}{\sqrt{1\pm V/2}} .$$

Direct integration of the Schrödinger equation, with edge masses taken from the computed bands, gives 1.381 and 1.451 for a gap of 0.20 times the zone-boundary energy. For a gap of 0.04 it gives 1.407 and 1.421. The two values close in on $\sqrt2=1.414$ from either side as the masses become equal.

## How far this applies to a real junction

The numbers in (b) are rough typical values for an Fe/MgO/Fe junction. Of the changes tried below, making the masses unequal has the largest effect on the two-band result. Add the free-electron term $\hbar^2k^2/2m_0$ to both diagonal elements of $H$, and readjust the coupling so that the conduction mass stays at $0.4\,m_0$. The coupling must then supply $1/0.4-1=1.5$ of the inverse mass, in units of $1/m_0$. At the valence edge the free term has the opposite effect, leaving $1.5-1=0.5$, or a mass of $2.0\,m_0$. The midgap decay constant becomes 5.57 nm⁻¹, which is 0.87 of the parabolic value instead of 0.71. The exponent rises from 13.6 to 16.7, lowering the transmission by a factor of roughly 20. The extended Hamiltonian also has solutions with real wave number at midgap, $k=\pm18.4$ nm⁻¹. They lie beyond the zone boundary of MgO, about 15 nm⁻¹ along a cube axis, and are discarded. The expansion about the band edges fails even sooner: beyond 10.1 nm⁻¹ the lower band of this Hamiltonian rises above its edge at $k=0$, into the gap. The result is therefore only a local estimate around $k=0$. Other bands, left out here, also change the masses, so this measures the sensitivity of the result and is not a prediction for MgO. In MgO the masses depend on band and direction. Along a cube axis, the valence band with the symmetry of the conduction band is the light-hole band, whose mass in density-functional band structures is close to the conduction mass. The heavy-hole pair, near $2\,m_0$, has a different symmetry. For that branch the symmetric model is closer than this estimate suggests.

The other corrections, each applied alone to the symmetric model, are smaller:

- **Fermi level.** If it lies 1 eV above midgap, $\kappa_F$ drops only to 4.37 nm⁻¹, because the maximum is flat. The parabola drops to 5.52 nm⁻¹, and the ratio becomes 0.79.
- **Image charges.** For a rough relative permittivity of 3, they move each band edge toward midgap by 0.22 eV at the barrier centre. Applying that shift throughout, with $v$ fixed, lowers the exponent to 12.8. The shift is larger near the electrodes, so this understates the classical effect. The full classical profile, cut off where the gap closes, lowers the exponent to about 11.2, a change nearly as large as that from unequal masses.
- **Bias.** At 0.5 V the field is 3.3 MV/cm. For an electron at the emitter's Fermi level, the exponent changes by $-0.04$ in the two-band model and by $-0.63$ in the parabolic one.
- **Temperature.** Raising the electron by the thermal energy at 300 K, 0.026 eV, changes the exponents by $-0.0003$ and $-0.06$ respectively.

Spin filtering by wave-function symmetry, interface states and defects lie outside both models. The calculation yields a decay constant, not a magnetoresistance: a barrier factor common to all spin channels cancels from the relative change of conductance. The numerical output below lists most of the values used here.

## Computed values

```
INPUTS (rough typical values)
gap = 7.8 eV, mass = 0.40 m0, thickness = 1.5 nm
hbar^2/2m0 = 0.03810 eV nm^2, hbar*v = 0.8619 eV nm
diagonalized edge masses: 0.4000 and 0.4000 m0
DECAY CONSTANTS: phi (eV), Franz (1/nm), parabolic (1/nm), ratio
  0.1  1.018  1.025  0.9936
  1.0  3.025  3.240  0.9337
  2.0  3.951  4.582  0.8623
  3.9  4.525  6.399  0.7071
  6.0  3.813  7.937  0.4804
midgap: Franz 4.525 /nm, parabolic 6.399 /nm
midgap parabolic/Franz = 1.41421, sqrt(2) = 1.41421
TRANSMISSION at midgap, matched leads
exponent 2*kappa*d: Franz 13.57, parabolic 19.20
T: Franz 5.093e-06, parabolic 1.841e-08
T ratio = 276.6, exp of exponent difference = 276.6
COSINE CRYSTAL: gap/zone-boundary energy, parabolic/true kappa at
midgap using conduction-edge mass, then valence-edge mass
  0.7980  1.2990  1.5852
  0.2000  1.3806  1.4514
  0.0400  1.4072  1.4214
NEGLECTED EFFECTS
free-electron term: valence mass 2.00 m0, kappa 5.567 /nm
  kappa/parabolic = 0.870, exponent 16.70
Fermi level 1.0 eV above midgap: Franz 4.373 /nm,
  parabolic 5.518 /nm, ratio 0.793
bias 0.5 V: field 3.33 MV/cm, exponent change
  Franz -0.037, parabolic -0.629
image shift of each edge at centre (eps_r 3.0): 0.222 eV
  Franz kappa 4.267 /nm, exponent 12.80
transverse sum multiplies the T ratio by 0.722
thermal energy at 300 K = 0.0259 eV, exponent change
  Franz -0.00030, parabolic -0.0637
```
